# Height decay of the potential above a triangular polar moire: a numerical check

```python
"""
Result under test: above a triangular moire of lattice constant L, with all
charge below z = 0 and vacuum above, the leading potential harmonic obeys
    phi_G(z) / phi_G(0) = exp(-G z),   G = 4 pi / (sqrt(3) L),
which is about 2.7 percent for L = 10 nm and z = 5 nm.
Symbols: L moire lattice constant (nm), G shortest reciprocal length (1/nm),
z height (nm), V peak surface potential (mV), q = exp(-G z),
u, v fractional coordinates in the moire cell.
Sharp domains: surface potential +V for u + v < 1 and -V for u + v > 1.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import epsilon_0, k as k_boltzmann, e as e_charge

L = 10.0
height = 5.0
V = 100.0
atomic_a = 0.25
layer_gap = 0.33
G = 4 * np.pi / (np.sqrt(3) * L)
ratio = np.exp(-G * height)

# Shortest reciprocal vectors found by search
cell = L * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(cell).T
lengths = sorted(np.linalg.norm(m * recip[0] + n * recip[1])
                 for m in range(-3, 4) for n in range(-3, 4) if (m, n) != (0, 0))
assert np.allclose(lengths[:6], G, rtol=1e-12)
assert lengths[6] > 1.7 * G


# Moire reciprocal vectors from two atomic lattices, with optional heterostrain
def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


twist = 2 * np.arcsin(atomic_a / (2 * L))
atomic_recip = 2 * np.pi * np.linalg.inv(cell * atomic_a / L).T
atomic_star = np.array([atomic_recip[0], atomic_recip[1],
                        -atomic_recip[0] - atomic_recip[1]])


def moire_lengths(strain, axis, poisson=0.2):
    turn = rotation(axis)
    tensor = turn @ np.diag([strain, -poisson * strain]) @ turn.T
    deform = rotation(twist) @ (np.eye(2) + tensor)
    second = atomic_star @ np.linalg.inv(deform)
    return np.linalg.norm(atomic_star - second, axis=1)


assert np.allclose(moire_lengths(0.0, 0.0), G, rtol=1e-10)
strained = np.array([moire_lengths(1e-3, t)
                     for t in np.linspace(0, np.pi, 181)])
strained_ratios = np.exp(-strained * height)


# Surface patterns and the closed form for sharp domains
def smooth_pattern(u, v):
    total = (np.sin(2 * np.pi * u) + np.sin(2 * np.pi * v)
             - np.sin(2 * np.pi * (u + v)))
    return total / (1.5 * np.sqrt(3))


def sharp_pattern(u, v):
    return np.where(u + v < 1, 1.0, -1.0)


def sharp_closed_form(u, v, z):
    q = np.exp(-G * z)
    phases = 2 * np.pi * np.array([u, v, -u - v])
    return 2 / np.pi * np.sum(np.arctan2(q * np.sin(phases),
                                         1 - q * np.cos(phases)))


def triangle_centroids(n):
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    u = np.concatenate([(i + 1 / 3).ravel(), (i + 2 / 3).ravel()]) / n
    v = np.concatenate([(j + 1 / 3).ravel(), (j + 2 / 3).ravel()]) / n
    return u, v


grid_u, grid_v = triangle_centroids(300)
assert abs(smooth_pattern(grid_u, grid_v).max() - 1) < 1e-3


# Fourier amplitudes of sharp domains by quadrature over the cell
def sharp_amplitude(m, n):
    wave = np.exp(-2j * np.pi * (m * grid_u + n * grid_v))
    return 2 * abs(np.mean(sharp_pattern(grid_u, grid_v) * wave))


first_amplitude = sharp_amplitude(1, 0)
assert abs(first_amplitude - 2 / np.pi) < 1e-3
assert abs(sharp_amplitude(1, 1) - 2 / np.pi) < 1e-3
assert abs(sharp_amplitude(2, 0) - 1 / np.pi) < 1e-3
assert sharp_amplitude(1, -1) < 1e-3
assert sharp_amplitude(2, 1) < 1e-3


# Direct real-space sum of the half-space kernel at a domain centre.
# A wide Gaussian window ends the sum; its relative error is below 0.1 percent.
def direct_potential(pattern, z, n=20, cells=60, window=150.0):
    u, v = triangle_centroids(n)
    values = pattern(u, v)
    area = L**2 * np.sqrt(3) / 2 / (2 * n**2)
    p, s = np.meshgrid(np.arange(-cells, cells + 1),
                       np.arange(-cells, cells + 1), indexing="ij")
    total = 0.0
    for uu, vv, value in zip(u, v, values):
        du, dv = p + uu - 1 / 3, s + vv - 1 / 3
        r2 = L**2 * (du * du + dv * dv + du * dv)
        d2 = r2 + z * z
        kernel = z / (2 * np.pi * d2 * np.sqrt(d2))
        total += value * area * np.sum(kernel * np.exp(-r2 / window**2))
    return total


direct_smooth = direct_potential(smooth_pattern, height)
assert abs(direct_smooth / ratio - 1) < 2e-3
# Piecewise-constant quadrature adds an error of about 0.3 percent here
direct_sharp = direct_potential(sharp_pattern, height)
sharp_high = sharp_closed_form(1 / 3, 1 / 3, height)
assert abs(direct_sharp / sharp_high - 1) < 6e-3
direct_sharp_low = direct_potential(sharp_pattern, 2.0)
sharp_low = sharp_closed_form(1 / 3, 1 / 3, 2.0)
assert abs(direct_sharp_low / sharp_low - 1) < 6e-3


# Poisson equation for one harmonic: charge sheets, dielectrics, grounded ends
def layered_solution(eps_film, eps_substrate, z_top):
    h, z_bottom = 0.01, -20.0
    n = int(round((z_top - z_bottom) / h))
    middle = z_bottom + h * (np.arange(n) + 0.5)
    eps = np.where(middle < -0.66, eps_substrate,
                   np.where(middle < 0, eps_film, 1.0))
    left, right = eps[:-1], eps[1:]
    bands = np.zeros((3, n - 1))
    bands[0, 1:] = -right[:-1] / h**2
    bands[1] = (left + right) / h**2 + G**2 * (left + right) / 2
    bands[2, :-1] = -left[1:] / h**2
    source = np.zeros(n - 1)
    for position, charge in ((-0.50, -1.0), (-0.17, 1.0)):
        source[int(round((position - z_bottom) / h)) - 1] = charge / h
    phi = solve_banded((1, 1), bands, source)
    return [phi[int(round((z - z_bottom) / h)) - 1] for z in (0.0, height)]


free_surface, free_high = layered_solution(1.0, 1.0, 30.0)
sub_surface, sub_high = layered_solution(3.0, 4.0, 30.0)
assert abs(free_high / free_surface / ratio - 1) < 1e-4
assert abs(sub_high / sub_surface / ratio - 1) < 1e-4
assert abs(sub_surface / free_surface - 1) > 0.05
# A thin dipole sheet gives half its potential step on the upper side
sheet_potential = free_surface * np.exp(G * 0.335)
assert abs(sheet_potential / (0.33 / 2) - 1) < 5e-3


def grounded_ratio(d):
    return np.sinh(G * (d - height)) / np.sinh(G * d)


for plane in (6.0, 10.0):
    surface, high = layered_solution(3.0, 4.0, plane)
    assert abs(high / surface / grounded_ratio(plane) - 1) < 1e-3

assert round(100 * ratio, 1) == 2.7

sheet_polarization = 2 * epsilon_0 * V * 1e-3 * 1e12
shifted_ratio = np.exp(-G * (height + layer_gap))
sharp_leading = 1.5 * np.sqrt(3) * 2 / np.pi * ratio
imbalance = 0.01
thermal = k_boltzmann * 300 / e_charge * 1e3

print(f"Moire lattice constant: {L:.1f} nm")
print(f"Height: {height:.1f} nm")
print(f"Atomic lattice constant (rough): {atomic_a:.2f} nm")
print(f"Layer spacing (rough): {layer_gap:.2f} nm")
print(f"Peak surface potential (rough): {V:.0f} mV")
print(f"Twist angle: {np.degrees(twist):.3f} degrees")
print(f"Row spacing: {np.sqrt(3) * L / 2:.3f} nm")
print(f"G: {G:.4f} 1/nm")
print(f"Decay length 1/G: {1 / G:.3f} nm")
print(f"Exponent G z: {G * height:.4f}")
print(f"Leading harmonic ratio: {100 * ratio:.3f} percent")
print(f"Ratio if rows were 10 nm apart: {100 * np.exp(-np.pi):.2f} percent")
print(f"Direct sum, smooth pattern: {100 * direct_smooth:.3f} percent")
print(f"Poisson ratio, free-standing: {100 * free_high / free_surface:.3f} percent")
print(f"Poisson ratio, on substrate: {100 * sub_high / sub_surface:.3f} percent")
print(f"Surface value, substrate/free: {sub_surface / free_surface:.3f}")
print(f"Smooth: V1 at surface: {V / (1.5 * np.sqrt(3)):.2f} mV")
print(f"Smooth: peak potential at 5 nm: {V * ratio:.3f} mV")
print(f"Smooth: peak vertical field at surface: {G * V:.2f} mV/nm")
print(f"Smooth: peak vertical field at 5 nm: {G * V * ratio:.3f} mV/nm")
print(f"Equivalent sheet polarization: {sheet_polarization:.2f} pC/m")
print(f"Sharp: first amplitude / V: {first_amplitude:.4f}")
print(f"Sharp: centre potential at 5 nm: {V * sharp_high:.3f} mV")
print(f"Sharp: direct sum at 5 nm: {V * direct_sharp:.3f} mV")
print(f"Sharp: leading harmonic only, 5 nm: {V * sharp_leading:.3f} mV")
print(f"Sharp: total centre ratio at 5 nm: {100 * sharp_high:.2f} percent")
print(f"Sharp: centre potential at 2 nm: {V * sharp_low:.2f} mV")
print(f"Sharp: direct sum at 2 nm: {V * direct_sharp_low:.2f} mV")
print(f"Ratio, height larger by one spacing: {100 * shifted_ratio:.3f} percent")
print(f"Ratio, 0.1% heterostrain, lowest: {100 * strained_ratios.min():.3f} percent")
print(f"Ratio, 0.1% heterostrain, highest: {100 * strained_ratios.max():.3f} percent")
print(f"Ratio, grounded plane at 6 nm: {100 * grounded_ratio(6.0):.3f} percent")
print(f"Ratio, grounded plane at 10 nm: {100 * grounded_ratio(10.0):.3f} percent")
print(f"Offset from 1% area imbalance: {imbalance * V:.2f} mV")
print(f"Thermal energy at 300 K: {thermal:.2f} meV")
print("success")
```

Printed output:

```
Moire lattice constant: 10.0 nm
Height: 5.0 nm
Atomic lattice constant (rough): 0.25 nm
Layer spacing (rough): 0.33 nm
Peak surface potential (rough): 100 mV
Twist angle: 1.432 degrees
Row spacing: 8.660 nm
G: 0.7255 1/nm
Decay length 1/G: 1.378 nm
Exponent G z: 3.6276
Leading harmonic ratio: 2.658 percent
Ratio if rows were 10 nm apart: 4.32 percent
Direct sum, smooth pattern: 2.660 percent
Poisson ratio, free-standing: 2.658 percent
Poisson ratio, on substrate: 2.658 percent
Surface value, substrate/free: 0.530
Smooth: V1 at surface: 38.49 mV
Smooth: peak potential at 5 nm: 2.658 mV
Smooth: peak vertical field at surface: 72.55 mV/nm
Smooth: peak vertical field at 5 nm: 1.928 mV/nm
Equivalent sheet polarization: 1.77 pC/m
Sharp: first amplitude / V: 0.6366
Sharp: centre potential at 5 nm: 4.338 mV
Sharp: direct sum at 5 nm: 4.353 mV
Sharp: leading harmonic only, 5 nm: 4.396 mV
Sharp: total centre ratio at 5 nm: 4.34 percent
Sharp: centre potential at 2 nm: 34.32 mV
Sharp: direct sum at 2 nm: 34.38 mV
Ratio, height larger by one spacing: 2.092 percent
Ratio, 0.1% heterostrain, lowest: 2.437 percent
Ratio, 0.1% heterostrain, highest: 2.900 percent
Ratio, grounded plane at 6 nm: 2.035 percent
Ratio, grounded plane at 10 nm: 2.656 percent
Offset from 1% area imbalance: 1.00 mV
Thermal energy at 300 K: 25.85 meV
success
```
